\section*{Saturation of disks on random anchors as stopped random sequential adsorption}

\section{Half the anchors, a quarter of the plane}

Let anchors be scattered at random over a surface with a mean density of $1\ \mathrm{nm^{-2}}$, and let molecules that act as hard disks of diameter $0.8$ nm bind to them until no anchor can take another. In simulation, 49\% of the anchors then carry a disk. Yet 24\% of the plane could still receive the centre of a further disk without overlap. Two questions arise: what fixes the first number, and how is it related to the second?

Both answers follow from an identity between two processes. One is the filling of fixed anchors. The other is continuum random sequential adsorption (RSA), in which disks are tried one after another at fresh, uniformly random positions and kept if they overlap no earlier disk. The saturated anchors carry the disk pattern that RSA has when its attempts per area, successful or not, equal the anchor density.

\section{Model and the role of the first attempt}

The anchors form a homogeneous Poisson process of density $\rho$: the number in a region of area $S$ is Poisson distributed with mean $\rho S$, and disjoint regions are independent. Identical disks of diameter $\sigma$ bind with their centres on anchors, and two centres are never closer than $\sigma$. Binding is irreversible, and bound disks neither move nor change size. Anchor $i$ is tried at random times with a rate $k_i>0$. The rates are drawn independently from one distribution, without regard to the anchor positions; equal rates are a special case. Define
\begin{equation}
a=\frac{\pi\sigma^2}{4},\qquad x=\rho a,\qquad \theta=na, \label{eq:def}
\end{equation}
where $n$ is the number of bound disks per area and $\theta$ the coverage. The algebra is geometric, so lengths may be taken in bohr and no physical constant enters.

Let $T_i$ be the time of the first attempt on anchor $i$. If the anchor is free at $T_i$, it is filled. If a disk lies within $\sigma$, the attempt fails, and since that disk stays where it is, every later attempt fails too. The first attempt therefore settles the fate of the anchor. With $s_i=1$ for a filled anchor and $s_i=0$ for a blocked one,
\begin{equation}
s_i=\prod_{j:\ |\mathbf r_i-\mathbf r_j|<\sigma,\ T_j<T_i}(1-s_j), \label{eq:rec}
\end{equation}
where an empty product is 1. The times enter through their order alone.

RSA obeys the same rule. Its attempts have positions and an order, and an attempt succeeds if no earlier successful attempt lies within $\sigma$. What remains is to compare the statistics of the two lists of positions and orders.

\section{The two lists have the same law}

The times $T_i$ are independent of one another and of the positions. Their common distribution function is
\begin{equation}
F(t)=1-\langle e^{-kt}\rangle, \label{eq:F}
\end{equation}
with the average taken over the rates. It is continuous and increasing and tends to 1, so $u_i=F(T_i)$ is uniform on $(0,1)$ and preserves the order.

Divide the interval $(0,1)$ into parts of lengths $p_1,\dots,p_q$, and consider a region with mean anchor number $m=\rho S$. The probability of finding $N_1,\dots,N_q$ anchors with marks in these parts, where $N=\sum_l N_l$, is the Poisson probability of $N$ times the multinomial probability of the division:
\begin{equation}
e^{-m}\frac{m^N}{N!}\,\frac{N!}{\prod_l N_l!}\prod_l p_l^{N_l}
=\prod_l e^{-mp_l}\frac{(mp_l)^{N_l}}{N_l!}. \label{eq:mark}
\end{equation}
Here $\sum_l p_l=1$ was used to split the exponential, and $m^N=\prod_l m^{N_l}$ to split the power. The counts are independent Poisson variables. The marked anchors thus form a Poisson process in position and mark, with intensity $\rho\,d^2r\,du$.

In RSA, let $\Lambda$ be the mean number of attempts made so far per area. Attempts fall independently and uniformly, so they form a Poisson process with intensity $d^2r\,d\Lambda$. Setting $\Lambda=\rho u$ gives $d\Lambda=\rho\,du$, and $0<u<1$ becomes $0<\Lambda<\rho$. The lists coincide in law, and so do the disk patterns that rule \eqref{eq:rec} makes from them. In particular,
\begin{equation}
n_{\rm sat}(\rho)=n_{\rm RSA}(\Lambda=\rho). \label{eq:main}
\end{equation}
The identity covers the whole pattern, hence also the pair distribution and the fluctuations of the disk number in a region.

On an infinite plane there is no first attempt from which to start \eqref{eq:rec}, so one must show that the rule still gives a definite answer. The fate of an anchor depends on chains of ever earlier anchors with links shorter than $\sigma$. Fix an anchor with mark $u$; in a Poisson process this leaves the law of the others unchanged. Each link contributes an area $\pi\sigma^2=4a$, and the marks of $m$ earlier anchors must decrease along the chain, which restricts them to a volume $u^m/m!$. The mean number of chains with $m$ links is therefore $(4\rho a)^m u^m/m!=(4x)^m u^m/m!$. Averaging over $u$ and summing, with the bare anchor counted as $m=0$, gives
\begin{equation}
\sum_{m=0}^{\infty}\frac{(4x)^m}{(m+1)!}=\frac{e^{4x}-1}{4x}. \label{eq:chain}
\end{equation}
A finite mean implies a finite number of chains with probability one, so each fate is settled by finitely many anchors. For the opening example $a=\pi(0.8)^2/4=0.5027\ \mathrm{nm^2}$ and $x=0.5027$. Equation \eqref{eq:chain} gives 3.217, and direct counting gives $3.240\pm0.035$.

The identity was tested on 80 periodic squares of side 30 nm; errors here and below are standard errors. Filling fixed anchors gave $n=0.4903\pm0.0015\ \mathrm{nm^{-2}}$, and RSA with fresh positions gave $0.4922\pm0.0014\ \mathrm{nm^{-2}}$. The densities of pairs closer than $1.1\sigma$ were $0.0690\pm0.0009$ and $0.0697\pm0.0010\ \mathrm{nm^{-2}}$. Anchors with widely unequal but independent rates gave $n=0.4904\pm0.0014\ \mathrm{nm^{-2}}$. All agree within their errors.

\section{Time course and the value of an added anchor}

At a finite time $t$, the anchors already tried are those with $u<F(t)$. Rule \eqref{eq:rec} for them refers to earlier anchors, which have been tried as well. The pattern at time $t$ is thus that of RSA stopped at $\Lambda=\rho F(t)$:
\begin{equation}
n(t;\rho)=n_{\rm RSA}\bigl(\rho F(t)\bigr),\qquad F(t)=1-e^{-kt}\ \text{ for equal rates}. \label{eq:time}
\end{equation}
Unequal rates change $F$, and so the time course, but not the limit $F\to1$. In the example with equal rates, 63\% of the anchors have been tried at $kt=1$. Both sides of \eqref{eq:time} were simulated there and gave $0.383\ \mathrm{nm^{-2}}$, which is 78\% of the saturation density. Early attempts succeed more often than late ones.

Let $\Phi$ be the fraction of the plane in which the centre of a further disk would fit. An RSA attempt falls at a uniform position independent of the disks present, so it succeeds with probability $\Phi$. Hence $dn_{\rm RSA}/d\Lambda=\Phi$, and by \eqref{eq:main}
\begin{equation}
\frac{dn_{\rm sat}}{d\rho}=\Phi,\qquad \frac{d\theta}{dx}=\Phi. \label{eq:slope}
\end{equation}
The second form follows because $\theta$ and $x$ carry the same factor $a$. For the mean density, an added anchor counts as if it were tried last, and it is worth $\Phi$ of a disk. In the example, probing the saturated surface gave $\Phi=0.2404\pm0.0016$. The slope of the RSA density between 0.8 and 1.2 attempts per $\mathrm{nm^2}$ was $0.2387\pm0.0020$. This slope is the mean of $\Phi$ over the window. Since $\Phi$ curves upward as a function of $\Lambda$, that mean exceeds the value at the midpoint by one to two per cent, and the comparison tests \eqref{eq:slope} to about that accuracy.

Integrating \eqref{eq:slope} from the empty surface answers the opening questions:
\begin{equation}
\frac{n_{\rm sat}}{\rho}=\frac1\rho\int_0^\rho\Phi(\Lambda)\,d\Lambda . \label{eq:share}
\end{equation}
The share of anchors used is the mean of the free fraction over the whole filling. This fraction starts at 1 and ends at 0.24, and its mean is 0.49. The remaining free area is no contradiction to saturation: it contains no anchor.

\section{Low coverage}

To find $\Phi$ for a dilute layer, let $M$ be the number of disk centres within $\sigma$ of a test point. The disk fits if $M=0$, and the binomial expansion of $(1-1)^M$ gives
\begin{equation}
\Phi=\Bigl\langle\sum_{k\ge0}(-1)^k\binom Mk\Bigr\rangle
=1-\langle M\rangle+\tfrac12\langle M(M-1)\rangle-\dots \label{eq:incl}
\end{equation}
The sum ends at $k=5$. Of six centres in the circle, two would be seen from the test point within an angle of $60^\circ$, and their distance could not exceed $\sigma$.

The linear term is $\langle M\rangle=n\pi\sigma^2=4\theta$. The quadratic term is the integral of the pair density over both positions in the circle. This density vanishes for separations below $\sigma$. Above $\sigma$ it is $n^2[1+O(\theta)]$, because two separated attempts both succeed unless a third lies near, which has a probability of order $x$. Terms with $k\ge3$ are of order $\theta^3$.

We need the area integral $I$ over pairs of points in a circle of radius $\sigma$ that are more than $\sigma$ apart. If the first point is at distance $r\sigma$ from the centre, the part of the circle within $\sigma$ of it is the overlap of two equal circles, with area $\sigma^2L(r)$ and
\begin{equation}
L(r)=2\arccos\frac r2-\frac r2\sqrt{4-r^2}. \label{eq:lens}
\end{equation}
Therefore
\begin{equation}
I=\sigma^4\int_0^1 2\pi r\,[\pi-L(r)]\,dr . \label{eq:I}
\end{equation}
The first part of $\int rL\,dr$ is integrated by parts, and then $r=2\sin\varphi$ is used in both parts:
\begin{align}
\int_0^1 2r\arccos\frac r2\,dr&=\frac\pi3+\int_0^1\frac{r^2\,dr}{\sqrt{4-r^2}}
=\frac\pi3+\int_0^{\pi/6}4\sin^2\varphi\,d\varphi=\frac{2\pi}3-\frac{\sqrt3}2,\\
\int_0^1\frac{r^2}2\sqrt{4-r^2}\,dr&=\int_0^{\pi/6}2\sin^2 2\varphi\,d\varphi
=\frac\pi6-\frac{\sqrt3}8 .
\end{align}
Their difference is $\int_0^1 rL\,dr=\pi/2-3\sqrt3/8$. Since $\int_0^1 \pi r\,dr=\pi/2$, equation \eqref{eq:I} becomes
\begin{equation}
I=2\pi\sigma^4\,\frac{3\sqrt3}8=\frac{3\sqrt3\,\pi}4\,\sigma^4 . \label{eq:Ival}
\end{equation}
With $n=4\theta/(\pi\sigma^2)$ the quadratic term is $\tfrac12n^2I=\tfrac12\,(16\theta^2/\pi^2)(3\sqrt3\,\pi/4)$, so
\begin{equation}
\Phi=1-4\theta+c\,\theta^2+O(\theta^3),\qquad c=\frac{6\sqrt3}\pi=3.308 . \label{eq:phi}
\end{equation}

Insert $\theta=x+b_2x^2+b_3x^3+\dots$ into $d\theta/dx=\Phi$. The terms of order $x$ give $2b_2=-4$, and those of order $x^2$ give $3b_3=-4b_2+c=8+c$. Hence
\begin{equation}
\frac\theta x=1-2x+\frac{8+c}3\,x^2+O(x^3). \label{eq:series}
\end{equation}
The term $-2x$ has a direct reading. An anchor has on average $4x$ others within $\sigma$, and half of these are tried before it. To leading order each of them blocks it.

The series is useful for small $x$ alone; at $x=0.5$ its first two terms cancel. Integrating $d\theta/dx=1-4\theta+c\theta^2$ numerically works further. At $x=0.2$ it gives $\theta=0.1419$, against a simulated $0.1426\pm0.0005$. Without the quadratic term the solution is $(1-e^{-4x})/4=0.1377$, which is clearly too low. In the example the quadratic form gives 0.2437 and the simulation 0.2465, a shortfall of about 1\%.

At high anchor density the truncation fails. Its right-hand side vanishes at $\theta=(4-\sqrt{16-4c})/(2c)\approx0.35$, so the approximate coverage can never pass that value. The simulated coverage at $x=3$ is $0.4155\pm0.0012$ on anchors and $0.4162\pm0.0013$ in RSA. There 14\% of the anchors are used. As $\rho\to\infty$, equation \eqref{eq:main} carries the anchored layer to the RSA jamming coverage, at which no gap in the continuum can take a disk.

\section{A solvable case: rods on a line}

The argument leading to \eqref{eq:main} does not depend on dimension. For rods of unit length on a line, the RSA coverage can be found in closed form. Let $G(l,\Lambda)\,dl$ be the number of gaps per length with sizes between $l$ and $l+dl$. A gap with $l>1$ is destroyed at rate $l-1$, the length open to a rod centre. It is created when a rod lands in a gap longer than $l+1$ and leaves a piece $l$ on its left or on its right:
\begin{equation}
\frac{\partial G}{\partial\Lambda}=-(l-1)G+2\int_{l+1}^\infty G(l',\Lambda)\,dl' . \label{eq:gap}
\end{equation}
Try $G=A(\Lambda)e^{-(l-1)\Lambda}$. Differentiating the exponential reproduces the loss term, and the integral equals $Ae^{-l\Lambda}/\Lambda$. Dividing by $e^{-(l-1)\Lambda}$ leaves
\begin{equation}
\frac{A'}A=\frac{2e^{-\Lambda}}\Lambda=\frac2\Lambda-\frac{2(1-e^{-\Lambda})}\Lambda . \label{eq:A}
\end{equation}
For $\Lambda\to0$ the rods are as sparse as Poisson points, whose gap density is $\Lambda^2e^{-\Lambda l}$. This fixes the constant of integration:
\begin{equation}
A=\Lambda^2\exp\Bigl[-2\int_0^\Lambda\frac{1-e^{-v}}v\,dv\Bigr]. \label{eq:Asol}
\end{equation}
The free fraction is $\Phi=\int_1^\infty(l-1)G\,dl=A/\Lambda^2$. Since $d\theta/d\Lambda=\Phi$ for unit rods,
\begin{equation}
\theta(\rho)=\int_0^\rho\exp\Bigl[-2\int_0^u\frac{1-e^{-v}}v\,dv\Bigr]du . \label{eq:rod}
\end{equation}
Rods placed on Poisson anchors until saturation should obey this formula. For 0.5 anchors per rod length the simulation gave $0.3260\pm0.0014$ and the formula gives 0.3257. For 4 anchors per rod length the values are $0.6701\pm0.0018$ and 0.6689.

The formula also shows how slowly jamming is approached on a line. For large $u$ the inner integral tends to $\ln u+\gamma$, with Euler's constant $\gamma=0.577$. Then $\Phi\simeq e^{-2\gamma}/u^2$, and
\begin{equation}
\theta(\infty)-\theta(\rho)\simeq\frac{e^{-2\gamma}}\rho . \label{eq:jam}
\end{equation}
Doubling a large anchor density halves the remaining deficit.

\section{Where the identity fails}

Each assumption supports a definite step. If disks desorb, hop or shrink, a blocked anchor can become free, and the first attempt no longer decides. If the anchors are not Poisson distributed, the marked process differs from the RSA attempts. An extreme case is a regular array with spacing above $\sigma$, where every anchor is filled and $n=\rho$.

If the rates depend on crowding, the order is no longer independent of position. Take three anchors in a row, with the middle one blocking and blocked by both ends. With equal rates the middle one is tried first with probability $1/3$, which leaves one disk; otherwise there are two. The mean is $5/3$. Now let each rate be inversely proportional to the number of anchors within $\sigma$, itself included, as if neighbours shared a common supply. The rates are then $\frac12,\frac13,\frac12$, the middle one comes first with probability $\frac13/\frac43=\frac14$, and the mean rises to $7/4$. For the random anchors of the example the same rule raised the saturation density by $0.0075\pm0.0008\ \mathrm{nm^{-2}}$, or 1.5\%.

\section{A first precursor pulse on functionalised graphene}

The example is modelled on atomic layer deposition on graphene, whose intact plane offers few binding sites, so that growth starts at defects and attached groups. One anchor per $\mathrm{nm^2}$ means one carbon atom in 38, a light functionalisation. A diameter of 0.8 nm is a rough size for a bulky metal precursor. The saturation density is $0.490\ \mathrm{nm^{-2}}$ ($0.0049$ \AA$^{-2}$), with coverage $\theta=0.4903\times0.5027=0.246$. These are results of the model, not measurements.

Whether a pulse reaches saturation depends on the attempt rate. At 473 K and 0.1 Torr, a gas of molar mass $350\ \mathrm{g\,mol^{-1}}$ strikes the surface with a flux $p/\sqrt{2\pi m_{\rm g}k_{\rm B}T}=8.63\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$, where $m_{\rm g}$ is the molecular mass. Take the area of one carbon atom, $1/38.16\ \mathrm{nm^2}$, as the target, and a reaction probability of $10^{-3}$. Then
\begin{equation}
k=\frac{8.63\times10^4\times10^{-3}}{38.16}\ \mathrm{s^{-1}}=2.26\ \mathrm{s^{-1}} . \label{eq:k}
\end{equation}
A pulse of 2 s leaves $e^{-4.52}=1.1\%$ of the anchors untried. By \eqref{eq:slope} the loss of density, relative to the saturation density, is about $0.011\times0.240/0.490=0.5\%$. The reaction probability is a chosen value, and real ones vary widely. At $10^{-4}$ the same pulse would leave $e^{-0.45}=64\%$ of the anchors untried, and \eqref{eq:time} would have to replace the saturation result.

Desorption is similarly sensitive. With a barrier of 1.6 eV and a prefactor of $10^{13}\ \mathrm{s^{-1}}$, 0.09\% of the disks leave in 10 s. A barrier lower by 0.2 eV multiplies the rate by $e^{0.2/0.0408}\approx135$, and roughly a tenth would leave.

An anchor bonded to a single carbon atom sits on that atom, not at an arbitrary point. Groups that bridge two atoms, such as epoxides, are not treated here. The model also needs anchors that stay in place. With a prefactor of $10^{13}\ \mathrm{s^{-1}}$ at 473 K, fewer than one hop in 2 s requires a barrier above $0.0408\ \mathrm{eV}\times\ln(2\times10^{13})\approx1.25$ eV. Groups that hop or detach more easily lie outside the model. A circle of radius 0.8 nm about an atom holds 78 other atoms, against 76.7 for a continuum of the same density. The simulated density changed by $-0.4\%$, with a statistical error of about the same size, so the change at this diameter is of order 1\%. The near match of the two counts is special to 0.8 nm, because the count rises in steps as shells of atoms enter the circle. At 0.79 nm it is 72 against 74.8, and at 0.85 nm it is 78 against 86.6; the lattice then raises the density by about 2\% and 6\%. For a diameter known only roughly, the lattice correction is therefore a few per cent and of either sign.

Two other departures matter more. Real precursors are neither round nor rigid, and they may lose ligands on binding. At fixed anchor density, a diameter smaller by 10\% raises $n$ by about a tenth, and one larger by 10\% lowers it by about as much. Attached groups may also cluster. Suppose that a quarter of the original sites have a companion within 0.3 nm, with the total density held at $1\ \mathrm{nm^{-2}}$. The original sites then have density $1/1.25=0.8\ \mathrm{nm^{-2}}$, and a site and its companion can hold one disk at most. The simulation gave $0.4435\pm0.0015\ \mathrm{nm^{-2}}$, which is 9.6\% below the Poisson value. The assumed size and clustering thus each move the prediction by about a tenth, so for a real surface with about one anchor per $\mathrm{nm^2}$ the model supports no more than a rough value of $0.5\ \mathrm{nm^{-2}}$.

\section*{Computed results}
\begin{verbatim}
anchor density: 1.00 nm^-2
disk diameter: 0.80 nm
disk area a: 0.5027 nm^2
x = rho a: 0.5027
boxes per ensemble: 80, side 30 nm
n, anchors saturated: 0.4903 +- 0.0015 nm^-2
same in angstrom^-2: 0.004903
n, continuum RSA: 0.4922 +- 0.0014 nm^-2
n, unequal independent rates: 0.4904 +- 0.0014 nm^-2
coverage theta: 0.2465
share of anchors used: 0.4903
close pairs (<1.1 diameters), anchors: 0.0690 +- 0.0009 nm^-2
close pairs (<1.1 diameters), RSA: 0.0697 +- 0.0010 nm^-2
free fraction Phi: 0.2404 +- 0.0016
slope dn/drho from RSA: 0.2387 +- 0.0020
mean chains, simulated: 3.240 +- 0.035
mean chains, formula: 3.217
n at kt=1, anchors: 0.3828 +- 0.0013 nm^-2
n at kt=1, RSA: 0.3828 +- 0.0014 nm^-2
theta at x=3, anchors: 0.4155 +- 0.0012
theta at x=3, RSA: 0.4162 +- 0.0013
quadratic coefficient, quadrature: 3.307973
quadratic coefficient, closed form: 3.307973
theta at x=0.2, simulated: 0.1426 +- 0.0005
theta at x=0.2, quadratic Phi: 0.1419
theta at x=0.2, linear Phi: 0.1377
theta of example, quadratic Phi: 0.2437
rods, 0.5 anchors per length: 0.3260 +- 0.0014, formula 0.3257
rods, 4.0 anchors per length: 0.6701 +- 0.0018, formula 0.6689
graphene lattice constant: 0.246 nm
carbon density: 38.16 nm^-2
other atoms within one diameter: 78
continuum value of that number: 76.7
n, anchors on carbon atoms: 0.4882 +- 0.0015 nm^-2
change, anchors on carbon atoms: -0.4 %
n, diameter -10 %: 0.5412 nm^-2, change +10.4 %
n, diameter +10 %: 0.4444 nm^-2, change -9.4 %
companion share 0.25, range 0.3 nm
n, clustered: 0.4435 +- 0.0015 nm^-2, change -9.6 %
gain, crowding-dependent rates: 0.0075 +- 0.0008 nm^-2
same gain, relative: +1.5 %
temperature 473 K, pressure 0.1 Torr
molar mass 350 g/mol, reaction probability 1e-03
impingement flux: 8.633e+04 nm^-2 s^-1
attempt rate per anchor: 2.262 s^-1
anchors never tried in 2 s: 1.08 %
loss of n from finite pulse: 0.53 %
desorption barrier 1.6 eV, prefactor 1e+13 s^-1
desorbed in 10 s: 0.090 %
\end{verbatim}
